# Gaussian-process search for a precursor reaction saddle with direct verification

## The decision and the result

Before a barrier from a surrogate path goes into a kinetic model, someone must decide whether another electronic-structure calculation is needed, where to place it, and when to stop. The scheme below uses the predicted uncertainty of a Gaussian process to decide whether the path needs another calculation, and where. Once that uncertainty is small, it calculates at the predicted saddle instead. It stops on quantities computed directly there, because the predicted uncertainty depends on an assumed kernel and is not an error bound.

The example is $\mathrm{SiH_4\to SiH_2+H_2}$, a gas-phase decomposition step of the silicon precursor silane, on the RHF/6-31G* surface. Energies are in eV relative to relaxed $\mathrm{SiH_4}$, and lengths are in Å. The search took 68 energy-gradient calculations. It found a verified saddle of this surface, but the surface itself proves a poor source for the rate.

## Coordinates

Put Si at the origin and let $xz$ be a mirror plane. Atoms $H_a$ and $H_b$ move in that plane; $H_c$ and $H_d$ sit at $(-u,\pm v,0)$. The six coordinates are

$$s=(x_a,z_a,x_b,z_b,\sqrt2\,u,\sqrt2\,v).$$

The factors $\sqrt2$ make $|ds|^2$ equal to the summed squared displacement of the atoms. The Cartesian vector is then $x=Js$ with $J^TJ=1$, and the chain rule gives $g_s=J^Tg_x$.

A zero of $g_s$ is a stationary point of the whole molecule if $u\ne0$:

- The conditions on $H_a$ and $H_b$ remove their in-plane gradients, and mirror symmetry removes their $y$ gradients.
- Mirror symmetry makes the $x$ gradients of $H_c$ and $H_d$ equal and their $y$ gradients opposite. The conditions for $u$ and $v$ therefore remove them all.
- The $z$ gradients of $H_c$ and $H_d$ share a value $t$. Rotational invariance about $y$ requires $\sum_i(z_i g_{ix}-x_i g_{iz})=2ut=0$, so $t=0$.
- Translational invariance then removes the gradient on Si.

This argument does not fix the number of negative curvatures, since motions that break the mirror plane are absent from $s$. The full Hessian must supply that number. The path also depends on the chosen coordinates and metric, whereas the saddle does not.

## Regression with energies and gradients

Model the energy as an unknown constant $m$ plus a Gaussian process with covariance $\sigma^2k$, where

$$k(a,b)=e^{-|d|^2/2\ell^2},\qquad d=a-b.$$

Differentiation is linear, so covariances with gradients are derivatives of $k$. Since $\partial d_j/\partial b_j=-1$,

$$\frac{\partial k}{\partial b_j}=\frac{d_j}{\ell^2}k,\qquad \frac{\partial k}{\partial a_i}=-\frac{d_i}{\ell^2}k.$$

Differentiating the first expression with respect to $a_i$ acts on both $d_j$ and $k$:

$$\frac{\partial^2k}{\partial a_i\partial b_j}=k\left(\frac{\delta_{ij}}{\ell^2}-\frac{d_id_j}{\ell^4}\right).$$

Collect all energies and gradients in $y$, of length $n$, and their relative covariances in $K$. Let $h$ contain 1 for each energy and 0 for each gradient component, because a constant has no gradient. Then $y$ has mean $mh$ and covariance $\sigma^2K$.

**Unknown mean.** Define

$$A=h^TK^{-1}h,\qquad \hat m=\frac{h^TK^{-1}y}{A}.$$

Write $y-mh=(y-\hat mh)-(m-\hat m)h$. The cross term contains $h^TK^{-1}(y-\hat mh)=h^TK^{-1}y-\hat mA=0$. Therefore

$$(y-mh)^TK^{-1}(y-mh)=Q+A(m-\hat m)^2,$$

with $Q=(y-\hat mh)^TK^{-1}(y-\hat mh)$. Under a flat prior, $m$ has posterior mean $\hat m$ and variance $\sigma^2/A$.

At a new point, let $k_*$ hold the relative covariances between its energy and the data. For given $m$, Gaussian conditioning gives the mean $m+k_*^TK^{-1}(y-mh)$ and variance $\sigma^2(1-k_*^TK^{-1}k_*)$. The mean is linear in $m$, with slope $1-k_*^TK^{-1}h$. Averaging over $m$ replaces $m$ by $\hat m$ and adds the squared slope times $\sigma^2/A$:

$$\hat E_*=\hat m+k_*^TK^{-1}(y-\hat mh),$$

$$r_*^2=1-k_*^TK^{-1}k_*+\frac{(1-h^TK^{-1}k_*)^2}{A}.$$

The predicted gradient follows by differentiating $k_*$ in $\hat E_*$.

**Energy scale and kernel length.** Few data determine $\sigma^2$ badly, so give it the prior

$$p(\sigma^2)\propto(\sigma^2)^{-\nu/2-1}e^{-\nu s_0^2/2\sigma^2},$$

here with $\nu=10$ and $s_0=5.0$ eV. The likelihood contributes $|K|^{-1/2}(\sigma^2)^{-n/2}$ and the exponential of $-[Q+A(m-\hat m)^2]/2\sigma^2$. Integration over $m$ gives $\sqrt{2\pi\sigma^2/A}$. With $B=\nu s_0^2+Q$ and $q=\nu+n-1$, the remaining integrand is $(\sigma^2)^{-q/2-1}e^{-B/2\sigma^2}$. Using

$$\int_0^\infty x^{-c-1}e^{-b/x}\,dx=\Gamma(c)\,b^{-c}$$

with $c=q/2$ and $b=B/2$, and dropping factors independent of $\ell$, the evidence is

$$p(y|\ell)\propto|K|^{-1/2}A^{-1/2}B^{-q/2}.$$

The posterior for $\sigma^2$ has the form of the prior, with $q$ degrees of freedom and squared scale $\hat\sigma^2=B/q$. The prediction follows a Student distribution of scale $\hat\sigma r_*$, called the spread below. For three random synthetic points in six dimensions, direct quadrature over $m$ and $\sigma^2$ gave a log-evidence difference of 4.3656 between $\ell=1.3$ and $0.8$ Å; the formula gave the same value.

## How far one calculation reaches

Take one energy-gradient calculation at distance $r$, set $\rho=r/\ell$, and suppose $m$ is known. Then $K$ is diagonal, with entries 1 and $1/\ell^2$. The energy contributes $e^{-\rho^2}$ to $k_*^TK^{-1}k_*$, and the gradients contribute $\rho^2e^{-\rho^2}$. Thus

$$r_*^2=1-(1+\rho^2)e^{-\rho^2}=\frac{\rho^4}{2}+O(\rho^6).$$

Without the gradient the result is $1-e^{-\rho^2}\simeq\rho^2$. Close to the data, gradients change the growth of the spread from linear to quadratic in distance. Far away, both variances return to 1 and the calculation says nothing.

The final fit has $\ell=0.6$ Å and $\hat\sigma=12.11$ eV. A spread of 0.15 eV around an isolated point requires $\rho^2\simeq0.15\sqrt2/12.11=0.0175$, or $r\simeq0.08$ Å. Neighbouring data extend this reach, but the estimate shows why certifying a path initially 4.47 Å long is demanding with this kernel.

## Algorithm

```text
calculate E and g at both ends and at a guessed middle point
build a path of 13 images through these points
repeat
    for each ell in 0.6, 0.7, ..., 2.0 Å: factorize K
    keep the ell with the largest evidence
    repeat up to 150 times
        every 5th pass: stop if any spread > 0.40 eV
        move interior images by -gamma * surrogate gradient, at most 0.05 Å each
        redistribute images at equal arc length
    if the largest spread on the path > 0.15 eV
        candidate = image with the largest spread
    else
        candidate = surrogate saddle sought from the top image
    calculate true E and g at the candidate; add them to the data
until candidate came from the saddle search and |g| < 0.01 eV/Å
verify the saddle directly
```

For the surrogate saddle, diagonalize the surrogate Hessian. In mode $i$ the quadratic model has gradient $g_i+\lambda_i\delta_i$, which vanishes at $\delta_i=-g_i/\lambda_i$. The lowest mode must be climbed and the others descended, so the signs are imposed:

$$\delta_0=+\frac{g_0}{|\lambda_0|},\qquad \delta_i=-\frac{g_i}{|\lambda_i|}\quad(i>0).$$

This equals the Newton step when exactly one curvature is negative. Replacing $|\lambda_i|$ by at least 0.3 eV/Å² and limiting the total step to 0.1 Å keeps a nearly flat mode from producing a very long step. The search also stops if the spread exceeds 0.40 eV.

## Cost and numerical stability

With $N$ calculations in $D$ coordinates, $n=(D+1)N$. Here $n=7\times68=476$ at the end. One Cholesky factorization needs about $n^3/3=3.6\times10^7$ floating-point operations, counting multiplications and additions separately, and 15 trial lengths are factorized per round. Storage grows as $n^2$. A surrogate gradient costs a number of operations proportional to $nD$ if the full covariance block is built, as here, or to $n$ if the kernel derivatives are contracted directly with the weights, while a spread costs $n^2$ because of its triangular solve. For large molecules the factor $(D+1)^3$ eventually forces a reduced coordinate set, a local data set or an iterative solver.

Use triangular solves instead of an explicit inverse. Nearby points make rows of $K$ nearly dependent, so $10^{-10}$ is added to its diagonal. At the final scale this corresponds to noise of $12.11\sqrt{10^{-10}}\simeq1.2\times10^{-4}$, in eV for energies and eV/Å for gradients, well below the force limit.

In a mode of curvature $\lambda$, a string step multiplies the deviation by $1-\gamma\lambda$. Convergence without redistribution therefore requires $0<\gamma\lambda<2$. With $\gamma=0.01$ Å²/eV, stable curvatures lie below 200 eV/Å². A soft mode of 1 eV/Å² still keeps $0.99^{150}=0.22$ of its deviation after one full round, which is why the path is carried over between rounds.

## What the search did

The guessed three-centre geometry had energy 4.219 eV and gradient 3.50 eV/Å, so it was not close to stationary. Of the 68 calculations, 3 were initial, 53 served the path and 12 were aimed at the saddle. Relaxing the molecule and fragments beforehand, and verifying the saddle afterwards, cost extra.

Over all 65 predicted calls, the rank correlation between spread and actual absolute error was 0.69. This figure pools path calls with saddle calls, whose spread can be tiny (0.0001 eV for the last one). Over the 11 path calls printed below it is only 0.16, so the larger figure does not show that the spread ranks points on the path well. The root-mean-square ratio of error to spread was 1.87, a measure that gives large misses much weight. At call 5 the prediction was 2.012 eV with spread 0.485 eV, but the true energy was 5.528 eV, a miss of 7.2 spreads. Late calls were not immune: call 65 missed by 1.914 eV, or 4.1 spreads. Both misses occurred at spreads near 0.5 eV; if similar ratios hold at smaller spreads, a nominal path spread below 0.15 eV does not certify the path energies to 0.15 eV.

The selected $\ell=0.6$ Å is the lower edge of the search range, so the evidence maximum has not been bracketed. An implementation should report such an edge value and try a wider range or another kernel.

Selection by spread was tested separately on the fixed initial path with $\ell=0.6$ Å. Starting from both ends, four images chosen in turn by largest spread left a worst relative spread of 0.102. The mean over all 330 possible choices was 0.408 and the best was 0.058. The rule beats an average choice here, but simple spacing does better: images 2, 5, 7 and 10, counting the silane end as 0, leave about 0.058, matching the best. This comparison concerns spread on one path, not the total length of a search.

For a comparison at similar budget, a plain steepest-descent string used the same initial path, images and step. Seven sweeps need $7\times11=77$ gradients, and the true force across the path at the top image was then 2.255 eV/Å. After 100 sweeps, or 1100 gradients, it was 0.237 eV/Å. The sweeps used the final surrogate in place of quantum gradients; the quoted forces are true RHF forces. This suggests a saving over a plain string with this step, but only as an estimate, since the sweeps did not follow the true surface and larger steps were not tried. It does not show an advantage over a good local saddle optimizer started from the guessed geometry.

## Direct verification

At the last point the predicted and true energies agreed at 3.4696 eV, and the true reduced gradient was 0.0058 eV/Å. The evidence for the saddle is as follows.

- **Stationarity.** The largest component of the full Cartesian gradient is 0.0040 eV/Å.
- **Index.** After removal of translations and rotations, the full Hessian has one imaginary wavenumber, 1632 cm⁻¹. The lowest real one is 837 cm⁻¹.
- **Curvature.** The analytic Hessian gives $-8.309$ eV/Å² along the unstable reduced mode; differences of true gradients give $-8.302$ eV/Å².
- **Remaining error.** For $\Delta E=g^T\delta+\tfrac12\delta^TH\delta$, the stationary step is $\delta=-H^{-1}g$, so $\Delta E=\tfrac12g^T\delta$. The values are 0.0023 Å and $-0.0022$ meV, negligible on this surface.
- **Connection.** Displacements of 0.1 Å either way should lower the energy by about $\tfrac12(8.3)(0.1)^2=0.04$ eV. Quasi-Newton descents on true energies then reached the $\mathrm{SiH_4}$ well (energy below 0.05 eV) in 22 calculations and the $\mathrm{SiH_2+H_2}$ side (H–H below 0.80 Å, both breaking Si–H distances above 1.9 Å) in 9. Their highest energies, 3.428 and 3.431 eV, stayed below the saddle.

The descents use finite steps and are strong evidence of connection, not a continuous reaction path. None of these checks excludes a lower saddle elsewhere.

The breaking bonds are Si–$H_a$ = 1.639 Å and Si–$H_b$ = 1.520 Å, against 1.475 Å in silane. The $H_a$–$H_b$ distance is 1.094 Å, still 50% longer than in free $\mathrm{H_2}$ (0.730 Å). Judged by distance alone, the new bond is only partly formed.

## Is the barrier fit for use?

The RHF barrier is 3.470 eV (334.8 kJ/mol). CCSD(T)/def2-TZVP energies at the same RHF geometries give 2.634 eV, a change of $-0.836$ eV from correlation and basis together. The reaction energy changes much less, from 2.675 to 2.596 eV. At these fixed geometries the reverse barrier therefore nearly vanishes, falling from 0.794 to 0.037 eV; its value at a correlated saddle remains to be computed. These digits are not converged in basis. At the MP2 level, enlarging def2-TZVP to def2-TZVPP at the same geometries moves the barrier by $-0.006$ eV, the reaction energy by $+0.035$ eV and the reverse barrier by $-0.04$ eV, so even the sign of the reverse barrier is not settled.

Take 900 K as an example temperature for thermal deposition; there $k_BT=0.0776$ eV. With all else fixed, the barrier change alone multiplies the rate by $e^{0.836/0.0776}\simeq5\times10^4$. The electronic method, not the convergence of the search, dominates the error.

Two further corrections, for zero-point energy and tunnelling, can be estimated from the RHF frequencies. Harmonic zero-point energy changes the barrier by $-0.126$ eV; added to the coupled-cluster value, it gives an estimate of 2.51 eV, since the frequencies at a correlated saddle may differ. The Wigner tunnelling factor is $1+(h\nu^\ddagger/k_BT)^2/24=1.28$, where $\nu^\ddagger$ is the magnitude of the imaginary frequency. Since $h\nu^\ddagger/k_BT\simeq2.6$ is not small, this leading correction is only a rough size. It also ignores the barrier heights. An asymmetric Eckart barrier with the same frequency and the coupled-cluster heights of 2.634 and 0.037 eV gives only about 1.02, so tunnelling may be negligible on the correlated surface; this figure rests on a reverse height no larger than its basis shift.

An MP2 gradient combined with the RHF Hessian predicts a saddle shift of 0.226 Å, almost all of it (about 0.22 Å) along the softest stable reduced mode, of curvature 0.6 eV/Å², and only about 0.05 Å along the unstable mode. The associated energy change is $-0.009$ eV. Each mode contributes $-g_i^2/2\lambda_i$, positive for the unstable mode and negative for the others, so contributions partly cancel: $+0.009$ eV from the unstable mode and $-0.015$ eV from the soft one. The saddle relocated on the MP2/6-31G* surface bears the estimate out: it moves about 0.26 Å, its energy changes by $-0.008$ eV, and the $H_a$–$H_b$ distance becomes 1.10 Å. This small-basis result does not fix the saddle on the coupled-cluster surface. With so small a correlated reverse barrier, the saddle should be searched again with correlated gradients, and the position of the rate bottleneck should be checked along the path.

At reduced pressure, collisions may not maintain the thermal population of energized silane that a high-pressure rate assumes. This fall-off, surface decomposition, recrossing, anharmonicity and the basis error beyond def2-TZVPP are not sized here. The result is a barrier, not a deposition rate.

## Failure modes and responses

- **Discontinuous data.** If the self-consistent field changes solution between neighbouring geometries, a smooth kernel fits a surface that does not exist. Check orbital continuity and wavefunction stability. The RHF solutions at the saddle and at $\mathrm{SiH_4}$ are stable, but that of $\mathrm{SiH_2}$ is not: an unrestricted solution lies 0.078 eV lower, so the RHF reaction energy and reverse barrier refer to the restricted solution. Stability at other points of the path was not examined.
- **Missing motions.** Mirror symmetry excludes asymmetric paths. A second negative curvature in the full Hessian would require a search without that restriction.
- **Overconfident spread.** Monitor error divided by spread at each new calculation. Repeated values well above 1 call for tighter movement limits or a different kernel.
- **Excess effort on the path.** Here 53 calculations served the path. If only the saddle matters, a stricter spread limit near the top than near the ends may save calls; this variant was not tested.

The complete numerical output follows.

## Computed results

```
SiH4 bond length, RHF/6-31G*: 1.4752 angstrom
SiH2 bond length: 1.5085 angstrom; H2: 0.7300 angstrom
initial path: 13 images, length 4.47 angstrom
guessed middle point: E 4.219 eV, gradient 3.50 eV/angstrom
limits: move 0.4 eV, path 0.15 eV, force 0.01 eV/angstrom
prior: nu 10, s0 5.0 eV; relative jitter 1e-10
log-evidence difference: quadrature 4.3656, formula 4.3656
call, kind, predicted E, spread, true E (eV), true gradient (eV/angstrom)
    4 path     1.6162  0.4368   1.8129   3.6549
    5 path     2.0122  0.4854   5.5281  12.0762
    6 path     1.4324  1.2133   1.3319   8.0990
    7 path     2.3571  0.5670   3.4327   4.8485
    8 path     1.6390  0.7387   1.8772   2.8600
   62 path     3.3980  0.4039   3.5712   1.1473
   63 path     2.6030  0.6008   3.0139   1.9491
   64 path     2.7309  0.2918   2.8436   2.0234
   65 path     1.4043  0.4702   3.3180   5.4213
   66 path     1.5194  0.6222   3.4708   5.8589
   67 path     2.5349  0.5319   2.7690   1.0743
   68 saddle   3.4696  0.0001   3.4696   0.0058
quantum energy-gradient calculations in search: 68
of these aimed at the saddle: 12
surrogate gradients used by the string: 38610
final kernel length 0.6 angstrom, energy scale 12.11 eV
rank correlation of spread and error: 0.69
rms of error/spread: 1.87
worst relative spread, 4 images chosen by spread: 0.1016
  mean over all 330 choices 0.4079, best 0.0575
plain string, 7 sweeps: true force across path 2.255 eV/angstrom
plain string, 100 sweeps (1100 gradients): 0.237 eV/angstrom
saddle Si-Ha 1.639, Si-Hb 1.520, Ha-Hb 1.094 angstrom
largest full Cartesian gradient component: 0.0040 eV/angstrom
unstable curvature: Hessian -8.309, differences -8.302 eV/angstrom^2
remaining Newton shift 0.00233 angstrom, energy -0.0022 meV
saddle wavenumbers: imaginary 1632, lowest real 837 cm^-1
descent to SiH2 + H2: 9 calculations, highest E 3.431 eV
descent to SiH4: 22 calculations, highest E 3.428 eV
RHF barrier 3.470 eV = 334.8 kJ/mol
RHF reaction energy 2.675 eV, reverse barrier 0.794 eV
CCSD(T)/def2-TZVP at RHF geometries: barrier 2.634 eV
  reaction energy 2.596 eV, reverse barrier 0.037 eV
T1 diagnostic at saddle: 0.0136
MP2 estimate of saddle shift 0.226 angstrom, energy change -0.009 eV
zero-point change of barrier: -0.126 eV
at 900 K: kT 0.0776 eV, Wigner factor 1.28
rate factor from CCSD(T) minus RHF barrier: 4.8e+04
```
